# Dielectric function of a two-band insulator from a vector-potential step

## What symmetry fixes beforehand

A uniform, constant vector potential produces no electric field. In a crystal it only relabels the wave vectors, $k\to k+A$, and a filled band summed over all $k$ does not notice the relabelling. An insulator at rest in a constant $A$ therefore carries no current. Write the linear response as $J(\omega)=-K(\omega)A(\omega)$, with time factor $e^{-i\omega t}$. Since $E=-dA/dt$ becomes $E=i\omega A$, the conductivity $\sigma=J/E$ is $iK/\omega$, and

$$\varepsilon(\omega)=1+\frac{4\pi i\,\sigma(\omega)}{\omega}=1-\frac{4\pi K(\omega)}{\omega^2}.$$

The relabelling argument demands $K(0)=0$. Real currents require $K(-\omega)=K(\omega)^*$, and below the gap there is no absorption, so $K$ is real and even there. It starts as $\omega^2$, and $\varepsilon(0)$ is finite. Any numerical fault that leaves a small constant in $K$ is divided by $\omega^2$.

Dimensions fix most of the rest. A vertical transition of energy $\Delta_k$ and velocity matrix element $v_{cv}$ has a dipole length $|v_{cv}|/\Delta_k$ and a polarizability of order $|v_{cv}|^2/\Delta_k^3$. The perturbation and the measured current each supply one matrix element, and the arbitrary phases of the states leave only $|v_{cv}|^2$. With $V$ the cell volume and $\langle\cdot\rangle_k$ the average over the Brillouin zone,

$$\varepsilon-1=C\,\frac{4\pi}{V}\left\langle\frac{|v_{cv}|^2}{\Delta_k^3}\,g\!\left(\frac{\omega}{\Delta_k}\right)\right\rangle_k,\qquad g(0)=1 .$$

The number $C$ and the function $g$ remain to be found.

Hartree atomic units are used, with electron charge $-1$ and the factor $1/c$ absorbed in $A$. Electrons are independent, ions are fixed, and $A$ is the total macroscopic field. If only an external field were prescribed, the field of the induced charges would have to be added before $J=\sigma E$ could be used.

## The model and its current

Parallel chains have cell length $a$ and area $S$ per chain, so $V=aS$. Each cell holds orbital A at position 0 with energy $m$ and orbital B at $b$ with energy $-m$. The hopping is $-t_1$ inside a cell and $-t_2$ between cells. Two electrons per cell fill the lower band.

For charge $-1$ the field enters as $p\to p+A$, which is the transformation $H_A=e^{-iAx}He^{iAx}$. Taking $x$ to be diagonal in the orbitals, a hopping element between A at $x_A$ and B at $x_B$ acquires the phase $e^{iA(x_B-x_A)}$. If the Bloch sums carry the true orbital positions, the same element has the phase $e^{ik(x_B-x_A)}$. The two combine into $k+A$:

$$H(k)=\begin{pmatrix} m & f\\ f^* & -m\end{pmatrix},\qquad f(k)=-t_1e^{ikb}-t_2e^{-ik(a-b)} .$$

The velocity is $i[H_A,x]=\partial H_A/\partial A$. With two spins,

$$J(t)=-\frac2V\Big\langle\langle\psi_k(t)|H'(k+A)|\psi_k(t)\rangle\Big\rangle_k ,\tag{1}$$

where the prime means $d/dk$.

The positions matter although the band energies do not contain them. Since $f=-e^{ikb}(t_1+t_2e^{-ika})$, the modulus $|f|$ is independent of $b$, and so is the gap

$$\Delta_{\min}=2\sqrt{m^2+(t_1-t_2)^2}\quad\text{at } ka=\pi .$$

At that point $f'$ is a quarter turn out of phase with $f$, so $H'$ is purely interband there, with $|v_{cv}|=|f'|=bt_1+(a-b)t_2$. This does depend on $b$.

The example uses $a=4.6$, $b=2.2$ bohr, $S=60$ bohr², $t_1=0.11$, $t_2=0.08$ and $m=0.02$ hartree. The gap is $2\sqrt{0.0004+0.0009}=0.0721$ hartree, or 1.96 eV, and $|v_{cv}|$ at the edge is $0.242+0.192=0.434$. With $b$ set to zero it would be $at_2=0.368$.

A test without Bloch phases settles which is right. An open chain was diagonalized in a weak static field. The polarizability difference between 120 and 60 cells, divided by 60, removes the end effects and gives $\varepsilon(0)=8.438$. The $k$-space formula derived below gives 8.438 with the positions and 6.02 without them.

## The naive scheme and its first failure

Let $A(t)=A_0\theta(t)$. The field is the pulse $E=-A_0\delta(t)$, whose transform is $-A_0$ at every frequency, so one run yields the whole spectrum. The Hamiltonian stays finite during the jump, so the state has no time to change. Each $k$ starts in the ground state $|v\rangle$ of $H(k)$ and evolves under $H(k+A_0)$.

A naive scheme records the expectation value of the unperturbed velocity $H'(k)$, transforms it and divides by $\omega$. First-order perturbation theory shows what this misses. Apart from a common phase, write $\psi=|v\rangle+c(t)|c\rangle$, where $|c\rangle$ is the upper state. With $v_{cv}=\langle c|H'|v\rangle$,

$$i\dot c=\Delta_kc+A_0v_{cv},\quad c(0)=0\;\Rightarrow\; c=-A_0v_{cv}\frac{1-e^{-i\Delta_kt}}{\Delta_k}.$$

The change in $\langle H'\rangle$ is $2\,\mathrm{Re}(v_{cv}^*c)=-2A_0|v_{cv}|^2(1-\cos\Delta_kt)/\Delta_k$. The zeroth-order part is the slope $E_v'$ of the valence energy, which averages to zero over the zone. The operator in (1) is $H'(k+A_0)=H'+A_0H''$ to first order, and its second term adds $A_0H''_{vv}$, the diamagnetic part. Hence

$$J(t)=-\frac{2A_0}{V}\left\langle H''_{vv}-\frac{2|v_{cv}|^2}{\Delta_k}+\frac{2|v_{cv}|^2}{\Delta_k}\cos\Delta_kt\right\rangle_k .$$

Second-order perturbation theory for the energy at $k+\delta$ gives $\tfrac12E_v''=\tfrac12H''_{vv}-|v_{cv}|^2/\Delta_k$. The first two terms in the bracket are therefore $E_v''$, the derivative of a periodic function, and their average vanishes. This is the relabelling argument in microscopic form. What remains is

$$J(t)=-\frac{4A_0}{V}\left\langle\frac{|v_{cv}|^2}{\Delta_k}\cos\Delta_kt\right\rangle_k,\qquad J(0^+)=-A_0D,\qquad D=\frac4V\left\langle\frac{|v_{cv}|^2}{\Delta_k}\right\rangle_k .\tag{2}$$

The initial current measures the weight $D$ directly. The printed value is 0.004534 from the initial current, from the average of $H''_{vv}$ and from the interband sum.

The naive current lacks $-A_0D$, so it equals $J+A_0D$. For $z$ in the upper half plane $\int_0^\infty e^{izt}dt=i/z$, and the spurious constant changes $\sigma$ by $-iD/z$ and $\varepsilon$ by

$$\frac{4\pi i}{z}\left(-\frac{iD}{z}\right)=+\frac{4\pi D}{z^2}.$$

At $\omega=0.02$ hartree, with the damping introduced next, the real part of $\varepsilon$ becomes 135.3 instead of 8.90. The cure is to evaluate the velocity at $k+A_0$.

## Damping, and the frequency to divide by

The current in (2) does not decay fast enough for a finite record, so it is multiplied by $e^{-\eta t}$. The transform then contains $e^{i\omega t-\eta t}=e^{izt}$ with $z=\omega+i\eta$, and what is computed is the conductivity at a complex frequency:

$$\sigma(z)=-\frac1{A_0}\int_0^\infty J(t)e^{izt}dt,\qquad \varepsilon(z)=1+\frac{4\pi i\,\sigma(z)}{z}.\tag{3}$$

The cosine integral is

$$\int_0^\infty\cos(\Delta t)\,e^{izt}dt=\frac12\left[\frac{i}{z+\Delta}+\frac{i}{z-\Delta}\right]=\frac{iz}{z^2-\Delta^2}.$$

Inserting (2) in (3), the factors $-1/A_0$ and $-A_0$ cancel, the factor $z$ cancels, and $i^2=-1$ reverses the denominator:

$$\boxed{\varepsilon(z)=1+\frac{16\pi}{V}\left\langle\frac{|v_{cv}|^2}{\Delta_k(\Delta_k^2-z^2)}\right\rangle_k}\tag{4}$$

This is the Kubo formula for the model. Comparison with the opening form gives $C=4$ and $g(x)=1/(1-x^2)$.

Dividing by the real $\omega$ instead of $z$ multiplies $\varepsilon-1$ by $z/\omega=1+i\eta/\omega$ and creates absorption inside the gap. With $\eta=0.004$ and $\omega=0.02$ hartree, the true imaginary part is 0.209, and the false one is $0.209+0.2\times7.90=1.79$. The remaining 0.209 is the tail of the broadened transitions. From

$$\frac1{\Delta(\Delta^2-z^2)}=\frac1{2\Delta^2}\left[\frac1{\Delta-z}+\frac1{\Delta+z}\right]$$

each transition becomes a Lorentzian of full width $2\eta$, here 0.22 eV.

Two limits of (4) help in reading a spectrum. For $z\to0$ the weight is $|v_{cv}|^2/\Delta_k^3$, which favours the band edge. For $|z|$ far above every $\Delta_k$, $\varepsilon\to1-4\pi D/z^2$, the response of free charges of weight $D$. In atomic units a free electron contributes 1 to $VD$. A model with only two orbitals per cell need not obey this rule. Its weight follows from the hoppings, distances and site energies, and here $VD=1.25$ for two electrons.

## How small must the step be?

Equation (2) is linear in $A_0$, but a real run contains all orders. The second-order current is even in $A_0$. Inversion reverses both $J$ and $A$, so a chain with inversion symmetry has no even current. Here unequal site energies break that symmetry, together with unequal hoppings or unequal spacings ($b\neq a/2$). For $m=0$ the even current is zero to rounding. Otherwise it grows by a factor 3.999 when $A_0$ is doubled from 0.005 to 0.01. Half the difference of two runs with $\pm A_0$ removes it.

The odd current then has a relative error of order $A_0^2$. Relative to $A_0D$, the largest deviation from (2) over the first 500 atomic units of time is $1.15\times10^{-3}$ at $A_0=0.005$ and $4.61\times10^{-3}$ at 0.01. By this scaling it is about $5\times10^{-5}$ at $A_0=0.001$, which looks ample. Yet the error of $\varepsilon$ at $\omega=0$ is then 0.067, or 0.8 % of its value.

The reason is again a constant current. The pulse contains all frequencies and lifts a few electrons into the upper band. Let $p$ be the upper-band population at $q=k+A_0$. It stays constant, since the Hamiltonian no longer changes. The band energies are $\pm\Delta/2$, so the populations carry the steady current

$$J_{\rm res}=-\frac2V\left\langle(1-2p)\left(-\frac{\Delta'}2\right)\right\rangle_q=-\frac2V\langle p\,\Delta'\rangle_q ,$$

because $\Delta'$ alone averages to zero. To lowest order $p=A_0^2|v_{cv}|^2/\Delta^2$. Time-reversal symmetry, $H(-k)=H(k)^*$, makes this even in $q$ and $\Delta'$ odd, so the $A_0^2$ term cancels and $J_{\rm res}$ begins at $A_0^3$. By the same integral as before it adds

$$\delta\varepsilon=\frac{4\pi J_{\rm res}}{A_0z^2}\propto\frac{A_0^2}{z^2}.\tag{5}$$

At $A_0=0.001$ and $z=i\eta$, equation (5) with the computed populations predicts 0.0672, and the run shows 0.0669. Equation (5) leaves out the order-$A_0^2$ change of the oscillating current. With the relative size $5\times10^{-5}$ found above and $\varepsilon-1=7.4$, this is a few times $10^{-4}$, the size of the remainder.

For a spectrum that reaches well below the gap, the step must therefore be chosen for the lowest $|z|$ wanted, and not by the look of $J(t)$. Near the absorption edge the error (5) is small, and the change of the oscillating current is the larger one. With $A_0=10^{-4}$ the error at $\omega=0$ should fall a hundredfold, to $6.7\times10^{-4}$. Ending the record at $T=3000$ contributes $-3\times10^{-5}$, which leaves the $6.4\times10^{-4}$ found below. Halving $\eta$ at fixed $A_0$ makes the error (5) four times larger. This is the whole error only if the record is doubled as well; with $\eta=0.002$ and $T=3000$ the truncation dominates and the error at $\omega=0$ is about $-0.02$.

## Time step, duration and $k$ grid

After the step each $H(k+A_0)$ is constant, so one unitary matrix $e^{-iH\,dt}$ per $k$, built from the eigenvectors, propagates without time-step error. The step $dt$ enters through the integral in (3). For the trapezoid rule the leading error is $(dt^2/12)[g'(T)-g'(0)]$, with $g=Je^{izt}$ and $T$ the duration. The upper end is damped away. The odd linear current has $\dot J(0)=0$, so $g'(0)=izJ(0^+)=-izA_0D$. The integral is too large by $izA_0D\,dt^2/12$, $\sigma$ changes by $-izD\,dt^2/12$, and

$$\delta\varepsilon=\frac{4\pi i}{z}\left(-\frac{izD\,dt^2}{12}\right)=\frac{\pi D\,dt^2}{3}.$$

For $dt=0.5$ this is $1.187\times10^{-3}$. The mean offset above 0.45 hartree is $1.188\times10^{-3}$. Since $D$ is known from $J(0^+)$, the offset is subtracted.

The duration is set by $e^{-\eta T}$. Here $T=3000$ and the factor is $e^{-12}=6\times10^{-6}$.

The duration in turn sets the grid. An average over $N$ equally spaced points equals the true zone average plus integrals containing $e^{ijNak}$ with integer $j\neq0$. Combined with $e^{\pm i\Delta_kt}$, such a term has a stationary phase once $|\Delta_k'|t=|j|Na$. The first one appears at

$$t_{\rm rev}=\frac{Na}{\max|\Delta_k'|}.$$

In physical terms, electron and hole separate with relative speed $|\Delta_k'|$ and meet again after going round a ring of $N$ cells. The largest slope is 0.713, so 120 points give $120\times4.6/0.713=774$. Up to 0.6 of that time the coarse current differs from the 800-point current by less than $10^{-10}$ of $A_0D$; between 1 and 1.5 revival times the difference reaches 0.21. To keep this first revival out of a record of $T=3000$, at least $3000\times0.713/4.6\approx465$ points are needed. The onset is not sharp: for 120 points the difference already passes $10^{-3}$ of $A_0D$ at about $0.9\,t_{\rm rev}$, so some margin is advisable. The 800 used revive at 5161.

The resulting scheme is:

1. Choose $\eta$ from the resolution wanted, $T$ from $e^{-\eta T}$, $N$ from $t_{\rm rev}>T$, and $A_0$ from (5) at the lowest $|z|$.
2. Build $H(k)$ with true orbital positions and find its lower states.
3. Propagate them under $H(k\pm A_0)$, recording (1) with the velocity at the shifted wave vector.
4. Take half the difference, apply (3) with division by $z$, and subtract $\pi D\,dt^2/3$.

## The spectrum and its comparison with Kubo

Formula (4) was evaluated on a separate, denser $k$ grid.

| $\omega$ (hartree) | $\omega$ (eV) | real time | Kubo |
|---|---|---|---|
| 0 | 0 | 8.4207 | 8.4200 |
| 0.040 | 1.09 | 10.856 + 0.676i | 10.856 + 0.676i |
| 0.074 | 2.01 | 11.352 + 36.861i | 11.352 + 36.861i |
| 0.100 | 2.72 | −7.119 + 7.599i | −7.119 + 7.599i |
| 0.200 | 5.44 | −0.760 + 0.387i | −0.760 + 0.387i |

Between 0 and 0.5 hartree the largest difference is $6.4\times10^{-4}$, while the largest $|\varepsilon|$ is 39.8. The first row is 8.420 and not the static 8.438 because it belongs to $z=i\eta$, where $\Delta^2-z^2=\Delta^2+\eta^2$ is slightly larger. The absorption peak lies at 0.074 hartree on a frequency grid of spacing 0.002, within $\eta$ of the gap.

Laser annealing gives a use for such a spectrum, since the absorption depth decides where the heat is released. For 532 nm light (0.0857 hartree) polarized along the chains, $\varepsilon=-8.44+16.97i$ and $|\varepsilon|=18.95$. The extinction coefficient is

$$\kappa=\sqrt{\frac{|\varepsilon|-\mathrm{Re}\,\varepsilon}{2}}=\sqrt{\frac{18.95+8.44}{2}}=3.70 .$$

The intensity falls by a factor $e$ over $c/(2\omega\kappa)=137.0/(2\times0.0857\times3.70)\approx216$ bohr, or 11.4 nm. This holds for the chosen $\eta=0.004$ hartree; the depth is 10.8 nm for half that damping, 13.0 nm for twice it, and about 10.4 nm for $\eta=0.0005$. Adding the background of 1.6 estimated below raises 11.4 nm to 11.9 nm. With this $\varepsilon$ about 63 % of normally incident light is reflected. The depth is a weak-field value for fixed ions; at annealing intensities carrier filling and heating change $\varepsilon$, and heat diffusion spreads the energy beyond the absorption depth.

## The model beside a real chain

The parameters lie in the rough range of a conjugated carbon chain such as polyacetylene, whose optical gap is roughly 1.5 to 2 eV. The site asymmetry $m$ is an addition, since its carbon sites are equivalent. The absorption depth of 11 nm illustrates the procedure and is not a prediction for such a polymer.

A large omission is the electron–hole attraction. Two charges a distance $r$ apart along the axis of a uniaxial medium attract with energy $1/(\varepsilon_\perp r)$, so the transverse constant screens them and not the $\varepsilon(0)$ along the chain. The model has no transverse response. With a rough $\varepsilon_\perp=2.6$, from the other valence electrons estimated below, and the edge dipole length of 6.0 bohr for $r$, the attraction is about $1/(2.6\times6.0)$ hartree, or 1.7 eV, comparable with the gap. The value 2.6 uses the weight missing along the chain; counting all ten valence electrons across the chain gives 2.8 and 1.6 eV, and $\varepsilon_\perp=2$ would give 2.3 eV. The 0.54 eV in the numerical output uses $\varepsilon(0)$ instead and is too small. Even the estimate with $\varepsilon_\perp$ is only an order of magnitude, since a macroscopic constant is used at atomic distance, and it is not a binding energy, since the kinetic energy of the pair is left out. The attraction can bind excitons and move the absorption peak, by an amount this estimate does not fix. Hopping between chains, taken as roughly 0.1 eV to each of two neighbours and added to or subtracted from $t_1$, would spread the gap from 1.64 to 2.31 eV if it joins unlike orbitals. Equal hopping between like orbitals would shift both bands together and leave the vertical gap unchanged. Zero-point bond motion, with a rough coupling of 4 eV/Å and a stretching quantum of 0.18 eV for two CH groups of 13 atomic mass units each, treated as an isolated pair, spreads each hopping by roughly 0.17 eV, against $t_1-t_2=0.82$ eV. A real cell has ten valence electrons. If the weight missing from the model, $10-1.25=8.75$, is placed at an assumed mean excitation of 0.5 hartree, it adds about 1.6 to $\varepsilon(0)$. Thermal carriers at 300 K are negligible, with a factor $e^{-\Delta_{\min}/2k_BT}$ of order $10^{-17}$.

The agreement to within $6.4\times10^{-4}$ thus verifies the algorithm within the model. For a real polymer the peak position is uncertain by at least several tenths of an eV. The complete values are in the numerical output.

## Values computed for the example and the checks

```
cell 4.6 bohr, bond 2.2 bohr, area 60.0 bohr^2
t1 0.11, t2 0.08, site energy 0.02 hartree
kick A0 0.0001 a.u., damping eta 0.004 hartree
time step 0.5 a.u., steps 6000, total 3000 a.u.
k points 800; damping factor at end 6.14e-06
gap 0.07211 hartree = 1.962 eV
weight D from J(0+) 0.004534 a.u.
weight D, diamagnetic average 0.004534 a.u.
weight D, interband sum 0.004534 a.u.
omega(hartree) omega(eV) | real time Re, Im | Kubo Re, Im
0.000 0.000 | 8.4207 0.0000 | 8.4200 0.0000
0.040 1.088 | 10.8555 0.6763 | 10.8555 0.6763
0.074 2.014 | 11.3520 36.8606 | 11.3520 36.8607
0.100 2.721 | -7.1194 7.5994 | -7.1194 7.5994
0.200 5.442 | -0.7599 0.3874 | -0.7599 0.3874
0.400 10.885 | 0.5933 0.0119 | 0.5933 0.0119
largest |eps difference| on 0-0.5 hartree 6.40e-04
largest |eps| on that range 39.780
absorption peak 0.074 hartree = 2.014 eV
trapezoid bias: formula 1.187e-03, seen 1.188e-03
kick 0.001: eps error at omega=0 0.0669
  predicted from residual carrier current 0.0672
static eps: Kubo eta=0 8.4383, open chain 8.4383
static eps with bond position dropped 6.0193
odd-current error / (A0 D) at main kick 4.62e-07
odd relative error, A0=0.005 and 0.01: 1.15e-03 4.61e-03
error ratio on doubling A0: odd 3.990
even current ratio on doubling A0: 3.999
even current / (A0 D) at main kick 5.35e-06
same with site energy 0, A0=0.01: 2.5e-14
at 0.02 hartree: Im eps, division by z 0.2090
  Im eps, division by omega 1.7896
  Re eps correct 8.902
  Re eps without diamagnetic part 135.33
  same from added 4 pi D/z^2 135.33
largest slope of band separation 0.7130 a.u.
revival time: 120 k points 774 a.u.
revival time: 800 k points 5161 a.u.
coarse-grid error/(A0 D): before 0.6 revival 7.6e-11
coarse-grid error/(A0 D): after revival 0.214
532 nm photon 0.08565 hartree = 2.331 eV
eps at 532 nm: -8.439 + 16.967 i
penetration depth 11.44 nm, from Kubo 11.44 nm
edge dipole length 6.02 bohr
neglected: electron-hole attraction about 0.54 eV
neglected: interchain hopping 0.1 eV (rough input)
  gap would range 1.64 to 2.31 eV
rough inputs: stretch 0.18 eV, CH mass 13.0 u
  hopping-bond coupling 4.0 eV/angstrom
neglected: zero-point hopping spread 0.17 eV
  against t1-t2 = 0.82 eV
effective electrons per cell in model 1.251
rough inputs: 10 valence electrons, 0.5 hartree
neglected: background added to static eps 1.59
neglected: thermal factor exp(-gap/2kT), 300 K 3.3e-17
```
